# Why Cubic k-Point Weights Give a False Shear Modulus

Before computing the shear modulus of a cubic crystal from total energies, one must decide whether the k-point list prepared for the unstrained cell may be kept for the sheared cells. Keeping it saves time: on the 32×32×32 mesh used below, the cubic list has 897 points, the list appropriate to the sheared crystal has 4505, and the full mesh has 32768. In the example that follows, the saving turns a modulus of 19 GPa into 67 GPa.

The fault lies in the weights. A k-point may keep its reduced coordinates while the cell deforms, so that its Cartesian components change with the reciprocal lattice. But a weight says how many mesh points one representative stands for, and shear makes some of those points inequivalent.

## The model crystal

Take an fcc crystal with lattice constant \(a\), one s orbital and one electron per atom, and orthogonal orbitals. Nearest neighbours at distance \(r\) have hopping and repulsion

\[
t(r)=t_0e^{-q(r/r_0-1)},\qquad \phi(r)=Ae^{-p(r/r_0-1)},
\]

where \(r_0=a/\sqrt2\). The twelve neighbours form six pairs \(\pm\mathbf R_j\), so the level at \(\mathbf k\) is

\[
E(\mathbf k)=-2\sum_{j=1}^{6}t_j\cos(\mathbf k\cdot\mathbf R_j).
\]

Here \(\mathbf k\) and \(\mathbf R_j\) are the labels of the undeformed crystal. Under a strain \(\eta\), a lattice vector becomes \((1+\eta)\mathbf R\) and the wavevector becomes \((1+\eta)^{-T}\mathbf k\). Their scalar product is unchanged, so strain enters only through the bond lengths.

Apply the engineering shear \(\gamma\), with \(\eta_{xy}=\eta_{yx}=\gamma/2\). In units of \(a/2\), the bonds change as follows:

- \((1,1,0)\to(1+\gamma/2)(1,1,0)\), so the length ratio is \(1+\gamma/2\).
- \((1,-1,0)\to(1-\gamma/2)(1,-1,0)\), so the ratio is \(1-\gamma/2\).
- \((1,0,\pm1)\to(1,\gamma/2,\pm1)\), with squared length \(2+\gamma^2/4\). The ratio is \(\sqrt{1+\gamma^2/8}\simeq1+\gamma^2/16\), and it is the same for \((0,1,\pm1)\).

To second order the hoppings are therefore

\[
t_\pm=t_0\left(1\mp\frac{q\gamma}{2}+\frac{q^2\gamma^2}{8}\right),\qquad
t_{\rm other}=t_0\left(1-\frac{q\gamma^2}{16}\right).
\]

Write \(x=k_xa/2\), and likewise \(y\) and \(z\). The part of \(E\) linear in \(\gamma\) is \(qt_0\gamma[\cos(x+y)-\cos(x-y)]\). Since the bracket equals \(-2\sin x\sin y\),

\[
E'=-2qt_0\sin x\sin y .
\]

A prime means a derivative with respect to \(\gamma\) at \(\gamma=0\). For the quadratic part, use \(\cos(x+y)+\cos(x-y)=2\cos x\cos y\), and the same identity for the other pairs. Its coefficient is

\[
-2t_0\left[\frac{q^2}{4}\cos x\cos y-\frac q8\cos z(\cos x+\cos y)\right],
\]

and the second derivative is twice this:

\[
E''=-q^2t_0\cos x\cos y+\frac{qt_0}{2}\cos z(\cos x+\cos y).
\]

## A counter-example with eight k-points

Let \(t_0=0.7\) eV and \(q=3\). A 2×2×2 mesh containing \(\Gamma\) has eight points: \(\Gamma\), three X points and four L points. The cubic list keeps one of each kind, with weights \(1/8\), \(3/8\) and \(4/8\).

At \(\Gamma\) and X every sine vanishes, so \(E'=0\). The four L points can be taken as

\[
(x,y,z)=\frac{\pi}{2}(1,1,1),\ \frac{\pi}{2}(-1,1,1),\ \frac{\pi}{2}(1,-1,1),\ \frac{\pi}{2}(1,1,-1).
\]

Since \(2qt_0=4.2\) eV, their slopes \(E'\) are \(-4.2,+4.2,+4.2,-4.2\) eV. The four levels are equal before shear and split into two pairs after it.

Now fill the band with two electrons per atom. The slope of the energy from the full mesh is

\[
2\cdot\frac18(-4.2+4.2+4.2-4.2)=0 .
\]

The cubic list lets the first L point speak for all four:

\[
2\cdot\frac48(-4.2\ \text{eV})=-4.2\ \text{eV per atom}.
\]

The true answer is zero for a physical reason as well: a filled band of orthogonal orbitals has no net bonding energy, whatever the hoppings. The error therefore needs neither a Fermi surface nor partial occupation.

## The half-filled band

For one electron per atom, use Fermi–Dirac occupations \(f\) with smearing energy \(\tau=0.2\) eV. Let \(w\) be the k-point weights, which sum to one. With two spin states, the band grand potential is

\[
\Omega(\mu,\gamma)=-2\tau\sum_{\mathbf k}w\ln\left[1+e^{(\mu-E)/\tau}\right].
\]

At fixed electron number \(N_e\), the band free energy is \(F_b=\Omega+\mu N_e\), with \(\partial\Omega/\partial\mu=-N_e\). The terms containing \(d\mu/d\gamma\) cancel in the first derivative, leaving

\[
F_b'=\frac{\partial\Omega}{\partial\gamma}=2\sum wfE'.
\]

To differentiate again, define \(g=-\partial f/\partial E=f(1-f)/\tau\). At fixed \(\mu\), an occupation changes at the rate \(-gE'\); at fixed energy, it changes with \(\mu\) at the rate \(g\). Hence

\[
F_b''=2\sum w(fE''-gE'^2)+\mu'\,2\sum wgE'.
\]

Conservation of electrons requires \(2\sum wg(\mu'-E')=0\), so \(\mu'=\sum wgE'/\sum wg\), and

\[
F_b''=2\sum w(fE''-gE'^2)+\frac{(2\sum wgE')^2}{2\sum wg}.
\]

The last term is never negative. On the full mesh it is zero: the reflection \(x\to-x\) leaves the unstrained \(E\), and hence \(f\) and \(g\), unchanged but reverses \(E'\). The same argument gives \(F_b'=0\).

The repulsion is summed in real space and is unaffected by the k-list. Per atom it is

\[
A\left[e^{-p\gamma/2}+e^{p\gamma/2}+4e^{-p\gamma^2/16}\right]
\simeq 6A+A\left(\frac{p^2}{4}-\frac p4\right)\gamma^2,
\]

which contributes \(A(p^2-p)/2\) to the curvature and nothing to the slope. To fix \(A\), stretch all bonds by a small fraction \(s\). Every level scales as \(e^{-qs}\), so the band slope is \(-qE_b\), where \(E_b=2\sum wfE\). The repulsive slope is \(-6pA\). Zero pressure then requires

\[
A=-\frac{qE_b}{6p}=\frac{3(1.8076\ \text{eV})}{6\times12}=0.0753\ \text{eV}
\]

for \(p=12\). With \(a=0.36\) nm, the volume per atom is \(V=a^3/4=0.011664\) nm³, and 1 eV per atom corresponds to 13.736 GPa. Let \(F\) be the band free energy plus repulsion. The shear modulus is \(C=F''/V\), because the energy density of a cubic crystal under this shear is \(C\gamma^2/2\). The shear also changes the volume at order \(\gamma^2\), but when all stresses vanish, as they do on the full mesh, this costs no energy at that order.

### False stress

Choose the cubic representatives in the wedge \(x\ge y\ge z\ge0\) of the Brillouin zone, where \(x\le\pi\). Some points on the zone face have two representatives in this wedge; the one with the larger \(x\) is kept. No sine is negative there, so \(E'\le0\) at every retained point and nothing can cancel. On the 32×32×32 mesh the result is

\[
F'=-2.845\ \text{eV per atom},\qquad
\frac{F'}{V}=-39.1\ \text{GPa}.
\]

This is a shear stress in an unstrained cubic crystal, where symmetry forbids one. Its sign is arbitrary: representatives with \(y\) replaced by \(-y\) would give \(+39.1\) GPa. A cell relaxation that followed this energy would start to shear a crystal that is already in equilibrium.

Refinement does not help while the representatives stay in the wedge. In the dense-mesh limit the sum becomes an integral of \(f\sin x\sin y\) over the wedge. The integrand is positive throughout the interior, so the integral cannot vanish. The size of the error comes from this systematic choice. One random draw of a representative from each orbit of the same mesh gave a false stress of only about 1.4 GPa, and moduli of 21.5, 17.6 and 19.9 GPa for the three shears.

### False modulus

The full mesh gives 19.26 GPa for shear in the xy, xz and yz planes alike. The cubic list gives 66.93, 65.61 and 18.11 GPa. Three different values for one cubic constant show that the list has singled out particular axes. The wrong values also depend on which representatives are kept: taking the first point of each orbit met in a loop over the full mesh gives 57.2, 65.6 and 23.6 GPa for one order of the loops, and 23.6, 65.6 and 57.2 GPa for the reverse order. They depend as well on how the finite shear is defined, because the false stresses couple to the terms of order \(\gamma^2\) in the deformation. For xy shear the wedge gives 71.1 GPa when a zz term conserves the volume, 69.0 GPa for Lagrangian strain, and 78.0 or 51.6 GPa for the two simple shears, while the full mesh gives 19.26 GPa in every case. The wedge and the symmetric strain defined above are used in what follows.

For xy shear the error has two parts:

\[
66.93=19.26-6.97+54.64\ \text{GPa}.
\]

The part \(-6.97\) GPa arises at fixed chemical potential, because one ordering of \(x,y,z\) replaces all six. The part \(+54.64\) GPa is the false Fermi-level term. Its meaning is clearer when the two terms containing \(g\) are combined:

\[
-2\sum wgE'^2+\frac{(2\sum wgE')^2}{2\sum wg}
=-2\sum wg(E'-\mu')^2 .
\]

Expanding the right side and inserting \(\mu'\) proves the identity. In the true crystal \(\mu'=0\): some levels near the Fermi energy rise, others fall, and electrons pass from the first to the second, which softens the crystal. On the wedge no level rises to first order. The Fermi level follows their common descent, and only differences in their rates can transfer electrons. Much of the softening is lost.

The yz value lies only 6% below the true one, but this does not make that choice sound. Its Fermi-level error is positive, since \(\sin y\sin z>0\) inside the wedge, while its total error is negative. Two errors of opposite sign partly cancel.

### How the strain fit hides the error

Suppose the modulus is estimated from a single strain. For the cubic list,

\[
\frac{2[F(\gamma)-F(0)]}{V\gamma^2}
\simeq\frac{2F'}{V\gamma}+\frac{F''}{V}.
\]

At \(\gamma=0.01\) this is \(2(-39.08)/0.01+66.9\simeq-7749\) GPa. Halving the strain roughly doubles the absurdity, to \(-15565\) GPa. The full mesh gives 19.28 and 19.27 GPa at these two strains.

A central difference, or a parabola with a free linear term, removes \(F'\) and returns 66 to 67 GPa for strains up to 0.02. This is the more deceptive result, because it is positive and of plausible size. A convergence study would not expose it:

- From mesh 16 to mesh 40, the correct modulus moves from 20.28 to 19.28 GPa.
- Over the same range, the cubic-list value moves only from 66.88 to 66.94 GPa.

The wrong number converges well, to the wrong limit. At mesh 40 it exceeds the correct modulus by 47.7 GPa, or 247% of the correct value. Better diagnostics are the slope of the energy at zero shear, taken from energies at \(+\gamma\) and \(-\gamma\), and a comparison of the three equivalent shears. A printed stress tensor may not reveal the fault: if a code symmetrises it with the cubic group, the false shear stress is averaged to zero.

## Comparison with copper

The lattice constant is roughly that of copper, and the occupied band width, 9.0 eV, is roughly that of copper's broad sp band. The modulus is not typical of copper, whose measured value is roughly 75 GPa. The corrupted 67 GPa lies closer to it than the correct model result of 19 GPa, but this is a coincidence: agreement with a measurement cannot validate the k-list.

The model keeps only a single orbital and nearest-neighbour bonds. Three changes were sized separately on the 40×40×40 mesh, with \(A\) readjusted to zero pressure each time:

- Second-neighbour bonds with the same distance laws lower the correct modulus from 19.3 to 7.9 GPa.
- Coupling to a flat d level at \(-2\) eV, with strength 0.5 eV at \(r_0\) and falling as \(r^{-3.5}\), raises it to 38.3 GPa. This number depends strongly on the distance law: with \(r^{-5}\), a 20×20×20 mesh gives about 22 GPa.
- Reducing the smearing to 0.1 eV gives 19.4 GPa. Denser meshes (72 and 104 divisions) lower this to 19.23 GPa, against 19.28 GPa at 0.2 eV, so the smearing changes the modulus by only about 0.05 GPa, less than the mesh error of the 40×40×40 value.

Thus 19 GPa is a property of this model and not a prediction for copper. Direct d–d bonding, self-consistency and lattice vibrations are also missing and have not been sized. In the three variants the cubic list gives 56.6, 77.9 and 67.7 GPa, so its error stays between about 40 and 49 GPa while the modulus itself changes by a factor of about five.

## The correct general statement

Take a crystal with one atom per primitive cell, as in the example. Let \(G\) be the point group of the unstrained crystal and let the k-mesh, in reduced coordinates, be mapped onto itself by \(G\). For a strain \(\eta\), define the surviving group

\[
G_\eta=\{S\in G:\ S\eta S^T=\eta\}.
\]

**Statement.** In a non-magnetic independent-electron model whose Hamiltonian follows the crystal's symmetry, a list reduced with any subgroup of \(G_\eta\) reproduces the full-mesh free energy of the strained crystal. Time reversal may also be used to join \(\mathbf k\) and \(-\mathbf k\). A list reduced with operations outside these carries no such guarantee, and the example above shows it failing.

**Proof.** Rotate the strained crystal by \(S\in G\). A lattice vector becomes

\[
S(1+\eta)\mathbf R=(1+S\eta S^T)S\mathbf R .
\]

Every atom sits at a lattice point and \(S\mathbf R\) is again a lattice vector, so the rotated object is the original crystal under strain \(S\eta S^T\). Rotation does not change energies, and \(\mathbf k\cdot\mathbf R=(S\mathbf k)\cdot(S\mathbf R)\) preserves the Bloch phases. Therefore

\[
E(S\mathbf k,S\eta S^T)=E(\mathbf k,\eta).
\]

This relation connects different k-points in generally different strained crystals. If \(S\in G_\eta\), the two strains coincide and \(E(S\mathbf k,\eta)=E(\mathbf k,\eta)\). All members of an orbit under the reducing group then have the same levels, and one member weighted by the orbit size gives the same sum as the whole orbit. This holds for any function of the levels. It holds for the electron count at every \(\mu\), hence for \(\mu\) itself, and so for the free energy. Time reversal adds \(E(-\mathbf k,\eta)=E(\mathbf k,\eta)\), to which the same argument applies. ∎

Several cases follow from \(S\eta S^T=\eta\):

- **Isotropic strain.** Here \(\eta\) is a multiple of the identity, all 48 cubic operations survive, and the old list is valid. A bulk modulus may be computed with it.
- **Equal biaxial strain of a (001) film.** For \(\eta=\mathrm{diag}(e_1,e_1,e_2)\) with \(e_1\ne e_2\), the z axis must map to itself up to sign. This leaves 16 operations.
- **Shear in the xy plane.** The operation must also preserve the product \(xy\). The allowed maps send \((x,y)\) to \(\pm(x,y)\) or \(\pm(y,x)\), and \(z\) to \(\pm z\), which leaves 8. The same 8 survive when this shear is added to the biaxial film strain.

For a series of xy shears, the 8-operation list can be used at every strain, including zero. It is valid at zero strain because those operations belong to the cubic group, and it keeps the underlying mesh the same throughout.

## What the old list does compute

The symmetry relation also explains the pattern of wrong moduli. Let \(\Omega_W(\mu,\eta)\) be the grand potential from the cubic list \(W\), and let \(\omega(E)\) be the contribution of one level. Average over all cubic rotations of the strain, using \(E(\mathbf k,S\eta S^T)=E(S^{-1}\mathbf k,\eta)\):

\[
\frac1{|G|}\sum_{S\in G}\Omega_W(\mu,S\eta S^T)
=\sum_{\mathbf k\in W}w_{\mathbf k}\frac1{|G|}\sum_{S\in G}
\omega\!\left(E(S^{-1}\mathbf k,\eta)\right).
\]

The inner average visits each member of the orbit equally often. Multiplied by the orbit's weight, it gives that orbit's full contribution, so the right side is the full-mesh grand potential.

Cubic operations turn an xy shear into \(\pm\)xy, \(\pm\)xz and \(\pm\)yz shears in equal numbers, and a curvature does not depend on the sign of the shear. At fixed \(\mu\), the mean of the three cubic-list moduli must therefore equal the true modulus. The numerical mean is 19.263 GPa, in agreement with the full mesh.

At fixed electron number this repair fails. The Fermi-level term is quadratic in a false first-order shift and cannot average to zero unless it vanishes for every shear. The mean of 66.93, 65.61 and 18.11 GPa is 50.22 GPa, which is 30.95 GPa too high. Averaging the three wrong moduli is thus no substitute for a new list.

## Computed results

```
lattice constant 0.36 nm; volume per atom 0.011664 nm^3
T0 0.7 eV; Q 3.0; P 12.0; smearing 0.2 eV
1 eV per atom corresponds to 13.736 GPa
repulsion A 0.07532 eV; band energy -1.8076 eV/atom
Fermi level 0.6343 eV; occupied width 9.034 eV
operations: cubic 48, sheared 8
2x2x2 mesh, wedge points (units pi/a) and weights:
   [0 0 0] 0.125
   [1 1 1] 0.500
   [2 0 0] 0.375
level slopes at four L points, eV: [-4.2  4.2  4.2 -4.2]
filled-band slope, wedge: -4.2000 eV/atom
filled-band slope, full: 0.0000 eV/atom
Detailed results, mesh 32x32x32, 32768 full points:
false xy slope -2.84494 eV/atom = -39.078 GPa
C xy: full 19.263 GPa, wedge 66.926 GPa
C xz: full 19.263 GPa, wedge 65.606 GPa
C yz: full 19.263 GPa, wedge 18.113 GPa
xy error, missing permutations: -6.973 GPa
xy error, false Fermi-level shift: 54.636 GPa
wedge mean at fixed mu: 19.263 GPa
excess of wedge mean at fixed number: 30.952 GPa
one-sided modulus, full and wedge:
  gamma 0.005: 19.27 GPa, -15564.6 GPa
  gamma 0.01: 19.28 GPa, -7749.1 GPa
  gamma 0.02: 19.35 GPa, -3841.5 GPa
mesh: wedge pts, correct pts, C correct, C wedge, false stress (GPa)
  16: 145, 621, 20.281, 66.877, -38.778
  24: 413, 1963, 19.228, 66.859, -39.001
  32: 897, 4505, 19.263, 66.926, -39.078
  40: 1661, 8631, 19.277, 66.939, -39.114
shift 32 to 40: correct 0.0141, wedge 0.0125 GPa
wedge error at mesh 40: 47.662 GPa, 247.2 percent
variants at mesh 40 (flat d level at -2 eV): C correct, C wedge
  second-neighbour bonds: 7.851 GPa, 56.611 GPa
  flat d level, V_sd 0.5 eV: 38.343 GPa, 77.884 GPa
  smearing 0.1 eV: 19.397 GPa, 67.726 GPa
```
